\section*{Fluorescence anisotropy after photoselection and after one Förster hop}

\section*{The system}

A dilute, rigid solution contains fluorescent molecules in all orientations with equal probability. It is excited by weak light polarized along the laboratory axis $Z$. Each molecule has an absorption dipole along the unit vector $\mathbf p$ and an emission dipole along the unit vector $\mathbf e$, with a fixed angle $\theta$ between them. No molecule turns between absorption and emission.

The fluorescence is viewed along $Y$ through a small aperture and a polarizer set along $Z$ (intensity $I_\parallel$) or along $X$ (intensity $I_\perp$). The anisotropy is
\begin{equation}
r=\frac{I_\parallel-I_\perp}{I_\parallel+2I_\perp}.
\label{def}
\end{equation}
The excitation singles out only the axis $Z$, so the emission components along $X$ and $Y$ are equal on average. The denominator is therefore proportional to the total emission. Throughout, $P_2(x)=(3x^2-1)/2$, and angle brackets denote averages over equally likely directions.

\section*{Part (a): a single molecule}

\textbf{Question.} Find $r$ as a function of $\theta$. What is its value for parallel dipoles, and why is it not 1?

\textbf{Answer.} For weak excitation the absorption probability is proportional to the square of the component of $\mathbf p$ along the light's polarization. The field radiated towards the detector has components along $Z$ and $X$ proportional to those of $\mathbf e$. Dropping common constants,
\begin{equation}
I_\parallel=\langle(\mathbf p\cdot\hat{\mathbf Z})^2(\mathbf e\cdot\hat{\mathbf Z})^2\rangle,\qquad
I_\perp=\langle(\mathbf p\cdot\hat{\mathbf Z})^2(\mathbf e\cdot\hat{\mathbf X})^2\rangle .
\end{equation}

Only the relative orientation of molecule and laboratory matters. For $I_\parallel$ we may hold the molecule fixed and let $\hat{\mathbf Z}$ take all directions. In a frame attached to the molecule, put
\begin{equation}
\mathbf p=(0,0,1),\qquad \mathbf e=(\sin\theta,0,\cos\theta),\qquad \hat{\mathbf Z}=(x,y,z).
\end{equation}
For a uniformly distributed direction, $z$ is uniform between $-1$ and $1$, so
\begin{equation}
\langle z^2\rangle=\frac12\int_{-1}^{1}z^2\,dz=\frac13,\qquad
\langle z^4\rangle=\frac12\int_{-1}^{1}z^4\,dz=\frac15 .
\end{equation}
Multiplying $x^2+y^2+z^2=1$ by $z^2$ and averaging gives $2\langle x^2z^2\rangle+\frac15=\frac13$, because $x$ and $y$ are equivalent. Hence $\langle x^2z^2\rangle=\frac1{15}$. Then
\begin{align}
I_\parallel&=\langle z^2(x\sin\theta+z\cos\theta)^2\rangle\nonumber\\
&=\sin^2\theta\,\langle x^2z^2\rangle+2\sin\theta\cos\theta\,\langle xz^3\rangle+\cos^2\theta\,\langle z^4\rangle\nonumber\\
&=\frac{1-\cos^2\theta}{15}+\frac{3\cos^2\theta}{15}
=\frac{1+2\cos^2\theta}{15}.
\end{align}
The middle term vanishes because it is odd in $x$.

The squared components of $\mathbf e$ along the three laboratory axes add to 1, so
\begin{equation}
I_\parallel+2I_\perp=\langle(\mathbf p\cdot\hat{\mathbf Z})^2\rangle=\frac13,
\end{equation}
and therefore
\begin{equation}
I_\perp=\frac12\left(\frac{5}{15}-\frac{1+2\cos^2\theta}{15}\right)=\frac{2-\cos^2\theta}{15}.
\end{equation}
Substitution in (\ref{def}) gives
\begin{equation}
r=3\,\frac{(1+2\cos^2\theta)-(2-\cos^2\theta)}{15}
=\frac{3\cos^2\theta-1}{5}=\frac25P_2(\cos\theta).
\label{single}
\end{equation}

For parallel dipoles $I_\parallel=0.2000$ and $I_\perp=0.0667$, so $r=0.1333/0.3333=0.4$. It is not 1 because absorption selects orientations only loosely. The excited dipoles have a mean squared component along $Z$ of $\langle z^4\rangle/\langle z^2\rangle=3/5$, and hence a mean $P_2$ of $(9/5-1)/2=2/5$. This is the prefactor in (\ref{single}). The anisotropy vanishes at $\cos^2\theta=1/3$, or $\theta=54.7^\circ$, and reaches $-0.2$ for perpendicular dipoles.

\section*{Part (b): light from a neighbour}

The excitation may now pass to a neighbour before light is emitted. The donor dipole is $\mathbf d$, the neighbour's dipole is $\mathbf a$, and the unit vector from donor to neighbour is $\mathbf n$. In each molecule the absorption and emission dipoles are parallel. The directions $\mathbf d$, $\mathbf a$ and $\mathbf n$ are independent and random. The neighbour is not excited directly by the light, and it does not return the excitation.

\textbf{Question.} Let $w$ be the probability of the hop, which depends only on the relative arrangement of the pair. Express the anisotropy of the neighbour's light as an average over pairs.

\textbf{Answer.} Take one relative arrangement and turn the pair as a whole through all orientations. Absorption is governed by $\mathbf d$ and emission by $\mathbf a$. The averages of part (a) apply with $\mathbf p=\mathbf d$, $\mathbf e=\mathbf a$ and $\cos\theta=\mathbf d\cdot\mathbf a$. The factor $w$ does not change under the common rotation, so this arrangement contributes
\begin{align}
I_\parallel-I_\perp&:\quad w\,\frac{3(\mathbf d\cdot\mathbf a)^2-1}{15}=\frac{2w}{15}P_2(\mathbf d\cdot\mathbf a),\\
I_\parallel+2I_\perp&:\quad \frac w3 .
\end{align}
Intensities from different pairs add, whereas anisotropies do not. Adding first and dividing afterwards,
\begin{equation}
r=\frac25\,\frac{\langle w\,P_2(\mathbf d\cdot\mathbf a)\rangle}{\langle w\rangle}.
\label{weighted}
\end{equation}
If $w$ were the same for all pairs, then $\langle(\mathbf d\cdot\mathbf a)^2\rangle=1/3$ would give $r=0$. Any remaining anisotropy must come from a preference of the hop for certain arrangements.

\section*{Part (c): a neighbour in a given direction}

For point dipoles in the near zone and incoherent transfer, the Förster rate is proportional to $\kappa^2$, with
\begin{equation}
\kappa=\mathbf d\cdot\mathbf a-3(\mathbf d\cdot\mathbf n)(\mathbf a\cdot\mathbf n).
\end{equation}
Suppose transfer is much slower than the donor's decay. A hop is then rare, and its probability is proportional to its rate, so $w\propto\kappa^2$.

\textbf{Question.} Find $r$ for neighbours with a fixed value of $c=\mathbf d\cdot\mathbf n$ but random $\mathbf a$.

\textbf{Answer.} Collect the terms that multiply $\mathbf a$:
\begin{equation}
\kappa=\mathbf a\cdot\mathbf v,\qquad \mathbf v=\mathbf d-3c\,\mathbf n .
\end{equation}
The near field of the donor is proportional to $3c\,\mathbf n-\mathbf d=-\mathbf v$, and the sign drops out of $\kappa^2$. The neighbour thus absorbs from the donor's field as the donor absorbed from the light, with $\mathbf v$ in the role of the polarization. We need
\begin{equation}
|\mathbf v|^2=1-6c^2+9c^2=1+3c^2,\qquad \mathbf v\cdot\mathbf d=1-3c^2 .
\end{equation}

Let $\hat{\mathbf v}=\mathbf v/|\mathbf v|$, $u=\mathbf a\cdot\hat{\mathbf v}$ and $b=\hat{\mathbf v}\cdot\mathbf d$. With $\phi$ the azimuth of $\mathbf a$ about $\hat{\mathbf v}$, measured from the plane containing $\mathbf d$,
\begin{equation}
\mathbf a\cdot\mathbf d=ub+\sqrt{1-u^2}\sqrt{1-b^2}\cos\phi .
\end{equation}
The weight $\kappa^2=|\mathbf v|^2u^2$ does not depend on $\phi$, so we may average over $\phi$ first. The cross term vanishes and $\cos^2\phi$ averages to $1/2$:
\begin{align}
\langle P_2(\mathbf a\cdot\mathbf d)\rangle_\phi
&=\frac32\left[u^2b^2+\frac12(1-u^2)(1-b^2)\right]-\frac12\nonumber\\
&=\frac{9u^2b^2-3u^2-3b^2+1}{4}\nonumber\\
&=\frac{(3u^2-1)(3b^2-1)}{4}=P_2(u)P_2(b).
\end{align}
Next average over $u$, which is uniform between $-1$ and $1$, with weight $u^2$:
\begin{equation}
\frac{\langle u^2P_2(u)\rangle}{\langle u^2\rangle}
=\frac{\frac12\left(\frac35-\frac13\right)}{\frac13}=\frac25 .
\end{equation}
This is the same factor as in part (a), because it describes the same kind of selection. Equation (\ref{weighted}) now gives
\begin{equation}
r(c)=\frac25\cdot\frac25\,P_2(b),\qquad b^2=\frac{(1-3c^2)^2}{1+3c^2}.
\label{fixedc}
\end{equation}

For $c=0$ and for $c=\pm1$ the field is along the donor dipole line, $b^2=1$, and $r=0.16$. For $c^2=1/3$ the field is perpendicular to $\mathbf d$, so $b=0$ and $r=-0.08$. The sign changes where $b^2=1/3$, that is, where
\begin{equation}
27c^4-21c^2+2=0,\qquad c^2=\frac{21\pm15}{54}=\frac19\ \text{or}\ \frac23 .
\end{equation}
Between $|c|=0.333$ and $|c|=0.816$ the anisotropy is negative. Since $c$ is uniformly distributed, this range holds about 48\% of all directions, and strong cancellation is to be expected when all directions are combined.

\section*{Part (d): neighbours in all directions}

\textbf{Question.} Still for rare hops, find $r$ when $\mathbf n$ is random as well. By what factor has one hop reduced the anisotropy?

\textbf{Answer.} The values $r(c)$ must be weighted by the light emitted at each $c$. This is proportional to the average of $\kappa^2$ over $\mathbf a$, which is $|\mathbf v|^2\langle u^2\rangle=|\mathbf v|^2/3$. The factor $1/3$ cancels in the ratio:
\begin{equation}
r=\frac25\cdot\frac25\cdot\frac{\langle|\mathbf v|^2P_2(b)\rangle}{\langle|\mathbf v|^2\rangle}.
\end{equation}
With $\langle c^2\rangle=1/3$ and $\langle c^4\rangle=1/5$, the denominator is $\langle1+3c^2\rangle=2$. For the numerator, use $|\mathbf v|^2b^2=(\mathbf v\cdot\mathbf d)^2$:
\begin{align}
|\mathbf v|^2P_2(b)&=\frac{3(1-3c^2)^2-(1+3c^2)}{2}
=1-\frac{21}{2}c^2+\frac{27}{2}c^4,\\
\langle|\mathbf v|^2P_2(b)\rangle&=1-\frac{21}{6}+\frac{27}{10}=\frac15 .
\end{align}
The ratio is $1/10$, and
\begin{equation}
r=\frac25\cdot\frac25\cdot\frac1{10}=0.016 .
\end{equation}
One hop has reduced $0.4$ to $0.016$, a factor of $0.04$. The first $2/5$ is the selection of donors by the light, the second is the selection of neighbours by the donor's field, and the $1/10$ expresses how poorly that field preserves the donor's axis.

The same result can be read as a mean squared cosine. A weighted mean $P_2(\mathbf d\cdot\mathbf a)$ of $0.04$ corresponds to $\langle(\mathbf d\cdot\mathbf a)^2\rangle_{\kappa^2}=(1+0.08)/3=0.36$, slightly above the random value $1/3$. Random orientation alone would destroy the anisotropy. The small remainder exists because $\kappa^2$, averaged over $\mathbf n$ at fixed dipoles, is $\left[3+(\mathbf d\cdot\mathbf a)^2\right]/5$: hops slightly favour neighbours whose dipoles lie closer to the donor's axis. Direct integration of the polarized intensities in the laboratory frame, given in the numerical output, also yields $0.01600$.

\section*{Part (e): when hops are not rare}

Let $\tau$ be the donor lifetime without transfer and $R$ the separation. The transfer rate is
\begin{equation}
k=\frac{s\kappa^2}{\tau},\qquad s=\frac32\left(\frac{R_0}{R}\right)^6,
\end{equation}
where the Förster distance $R_0$ is defined by $k\tau=1$ at $\kappa^2=2/3$. Each donor has one neighbour, and all pairs have the same separation $R$. Both species have the same quantum yield and are detected equally well. Take $R_0=5$ nm.

\textbf{Question.} Find the limits of the neighbour's anisotropy $r_{\rm n}$ for slow and fast transfer. What anisotropy is measured if the light of donor and neighbour is collected together?

\textbf{Answer.} Transfer competes with decay at the rate $1/\tau$, so the hop probability is
\begin{equation}
E=\frac{k}{k+1/\tau}=\frac{s\kappa^2}{1+s\kappa^2}.
\end{equation}
This replaces $w$ in (\ref{weighted}). Since $\kappa^2\le4$, the condition $4s\ll1$ makes $E\approx s\kappa^2$ for every pair. The constant $s$ cancels and $r_{\rm n}\to0.016$. For $s\to\infty$, $E\to1$ for every pair except those with $\kappa=0$, which form a vanishing fraction. The preference for large $\kappa^2$ is lost, and $r_{\rm n}\to0$.

Let $f=\langle E\rangle$ be the fraction of excitations that hop. Light from the donor has weight $1-E$ and emission dipole $\mathbf d$ itself. Since $P_2(1)=1$, its anisotropy is $0.4$ whatever the weight. The total emissions of the two species are in the ratio $(1-f):f$, so
\begin{equation}
r_{\rm tot}=0.4(1-f)+f\,r_{\rm n}.
\end{equation}

\begin{center}
\begin{tabular}{ccccc}
$R$ (nm) & $s$ & $f$ & $r_{\rm n}$ & $r_{\rm tot}$\\
\hline
10.0 & 0.0234 & 0.0151 & 0.0155 & 0.394\\
7.5 & 0.132 & 0.0745 & 0.0139 & 0.371\\
5.0 & 1.50 & 0.379 & 0.0111 & 0.253\\
2.5 & 96.0 & 0.884 & 0.0035 & 0.049
\end{tabular}
\end{center}

At $R=5$ nm, for example, $r_{\rm tot}=0.4\times0.621+0.379\times0.0111=0.248+0.004=0.253$ when unrounded values are added. The hop probability there is $0.379$ and not $0.5$. The reason is that $E$ is a concave function of $\kappa^2$, so its average over fixed orientations lies below its value at the average $\kappa^2=2/3$, which is $0.5$.

The value $0.016$ thus belongs to the neighbour's light in the limit where transfer is slow for every pair, $4s\ll1$. In that same limit the total light stays close to $0.4$, since few excitations have moved. To observe the small value, the neighbour's emission must be separated, for instance by its colour. Even at $2.5$ nm, most of the total anisotropy comes from the donors that did not transfer: they contribute $0.4\times0.116=0.046$ out of $0.049$.

It is not enough that hops are rare overall. In a dilute solution the separations are random, and most of the few hops occur in close pairs, for which $s\kappa^2$ is not small. The weight is then $E$ integrated over all separations. With $x=R^3$ and $A=\frac32\kappa^2R_0^6$,
\begin{equation}
\int_0^\infty E\,R^2\,dR=\frac13\int_0^\infty\frac{A}{A+x^2}\,dx=\frac{\pi}{6}\sqrt A ,
\end{equation}
so $w\propto|\kappa|=|\mathbf v|\,|u|$ instead of $\kappa^2$. The second and third factors of part (d) become $\langle|u|P_2(u)\rangle/\langle|u|\rangle=1/4$ and $\langle|\mathbf v|P_2(b)\rangle/\langle|\mathbf v|\rangle=0.1436/1.380=0.104$, and $r_{\rm n}=0.4\times0.25\times0.104=0.0104$. This assumes that the molecules can approach much closer than $R_0$.

These results do not hold in general if the molecules rotate during the excited-state lifetime or if their orientations are correlated. Return of the excitation to the donor changes them when hops are frequent; when transfer is slow for every pair, a return is rarer still, and the limit $0.016$ remains. At short separations, the point-dipole form of $\kappa$ also fails once $R$ is comparable with the size of the molecules.

\section*{Computed values}
\begin{verbatim}
Photoselection: theta (deg), I_par, I_perp, r (no units)
    0.000  0.20000  0.06667  0.4000
   30.000  0.16667  0.08333  0.2500
   45.000  0.13333  0.10000  0.1000
   54.736  0.11111  0.11111  0.0000
   90.000  0.06667  0.13333  -0.2000
One rare hop: angle of separation to donor dipole (deg), r
    0.000  0.1600
   30.000  0.0354
   54.736  -0.0800
   90.000  0.1600
One rare hop, all directions (no units)
  mean kappa^2                        0.66667
  mean |v|^2                          2.00000
  mean |v|^2 P2(v,d)                  0.20000
  kappa^2-weighted mean (d.a)^2       0.36000
  r before hop                        0.40000
  r after hop                         0.01600
  ratio after/before                  0.04000
  r if kappa is ignored               0.00000
One-way transfer at finite rate, R0 = 5.0 nm
  R (nm), s, hop probability f, r neighbour, r total light
   10.0    0.02344  0.01512  0.01548  0.39419
    7.5    0.13169  0.07447  0.01391  0.37125
    5.0    1.50000  0.37897  0.01107  0.25261
    2.5   96.00000  0.88438  0.00353  0.04937
\end{verbatim}
